# Why copper removal can peak with peroxide concentration: verification in Python

```python
# Result under test: copper dissolution that is first order in peroxide and
# needs two adjacent free sites has rate R = k*c/(1+K*c)**2 when a passivant
# derived from peroxide adsorbs without dissociation on independent sites.
# It peaks at c = 1/K, coverage 1/2, with rate k/(4*K).
# c: peroxide concentration (mol/L); K: effective Langmuir constant (L/mol);
# k: rate constant (nm/min per mol/L); coverage: fraction of blocked sites.
# Free-site probabilities are obtained independently from master equations.
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

K = 3.0                    # L/mol, chosen
k = 2400.0                 # nm/min per mol/L, chosen
k_des = 200.0              # 1/s, chosen desorption rate
k_ads = K * k_des          # L/(mol s)
abrasion = 100.0           # 1/s, chosen passivant removal rate per site
temperature = 298.15       # K
RING = 6


def stationary(sites, adsorb, remove, paired=False, hop=0.0):
    """Steady-state probabilities of all blocked/free patterns on a ring."""
    states = [s for s in range(2**sites)
              if not paired or bin(s).count("1") % 2 == 0]
    index = {s: i for i, s in enumerate(states)}
    generator = np.zeros((len(states), len(states)))
    for s in states:
        for i in range(sites):
            if paired:
                mask = (1 << i) | (1 << ((i + 1) % sites))
                occupied = s & mask
                if occupied == 0:
                    rate = adsorb
                elif occupied == mask:
                    rate = remove
                else:
                    rate = hop
            else:
                mask = 1 << i
                rate = remove if s & mask else adsorb
            generator[index[s ^ mask], index[s]] += rate
            generator[index[s], index[s]] -= rate
    generator[0, :] = 1.0
    rhs = np.zeros(len(states))
    rhs[0] = 1.0
    return states, np.linalg.solve(generator, rhs)


def free_run(states, probabilities, sites, length):
    """Mean probability that a run of neighbouring sites is free."""
    total = 0.0
    for start in range(sites):
        mask = sum(1 << ((start + j) % sites) for j in range(length))
        total += sum(p for s, p in zip(states, probabilities)
                     if s & mask == 0)
    return total / sites


def master_free(c, length, wear=0.0):
    states, p = stationary(RING, k_ads * c, k_des + wear)
    return free_run(states, p, RING, length)


def master_rate(c, length=2, wear=0.0):
    return k * c * master_free(c, length, wear)


def find_peak(rate, low, high):
    """Locate a maximum on a logarithmic concentration axis."""
    fit = minimize_scalar(lambda u: -rate(np.exp(u)),
                          bounds=(np.log(low), np.log(high)),
                          method="bounded", options={"xatol": 1e-7})
    return np.exp(fit.x), -fit.fun


def model_rate(c, constant=K):
    return k * c / (1 + constant * c)**2


# Product law and observed order for one, two and three required sites
step = 1e-3
for c in (0.03, 0.2, 1.0, 4.0):
    theta = 1 - master_free(c, 1)
    assert abs(theta - K * c / (1 + K * c)) < 1e-10
    for n in (1, 2, 3):
        assert np.isclose(master_free(c, n), (1 + K * c)**(-n), rtol=1e-8)
        order = np.log(master_rate(c * np.exp(step), n)
                       / master_rate(c * np.exp(-step), n)) / (2 * step)
        assert abs(order - (1 - n * theta)) < 1e-5

# Peak for two and three sites; no peak for one site
c_peak, r_peak = find_peak(master_rate, 0.01, 10)
assert np.isclose(c_peak, 1 / K, rtol=1e-4)
assert np.isclose(r_peak, k / (4 * K), rtol=1e-8)
c_three, r_three = find_peak(lambda c: master_rate(c, 3), 0.01, 10)
assert np.isclose(c_three, 1 / (2 * K), rtol=1e-4)
one_site = [master_rate(c, 1) for c in np.geomspace(0.01, 100, 15)]
assert np.all(np.diff(one_site) > 0)
assert np.isclose(one_site[-1], k / K, rtol=0.01)  # finite c, not infinity

# Shape: half-height points, parabola in coverage, far limits
c_half_low = brentq(lambda c: master_rate(c) - r_peak / 2, 0.001, c_peak)
c_half_high = brentq(lambda c: master_rate(c) - r_peak / 2, c_peak, 50)
assert np.isclose(K * c_half_low, 3 - 2 * np.sqrt(2), rtol=1e-6)
assert np.isclose(K * c_half_high, 3 + 2 * np.sqrt(2), rtol=1e-6)
for c in (0.05, 0.7, 3.0):
    theta = 1 - master_free(c, 1)
    assert np.isclose(master_rate(c) / r_peak, 4 * theta * (1 - theta),
                      rtol=1e-7)
assert np.isclose(master_rate(1e-4), k * 1e-4, rtol=1e-3)
assert np.isclose(master_rate(1e3), k / (K**2 * 1e3), rtol=1e-3)

# Dissociative adsorption: two mobile fragments per passivant, no peak.
# Parity is conserved on the ring; this gives errors below 0.1 percent here.
pair_ring = 10
scaled_c = np.array([0.25, 0.5, 1.0, 2.0, 4.0])
dissociative = []
for x in scaled_c:
    states, p = stationary(pair_ring, x, 1.0, paired=True, hop=1.0)
    value = k / K * x * free_run(states, p, pair_ring, 2)
    assert np.isclose(value, k / K * x / (1 + np.sqrt(x))**2, rtol=1e-3)
    dissociative.append(value)
assert np.all(np.diff(dissociative) > 0)

# Abrasion of passivant on raised areas
K_raised = k_ads / (k_des + abrasion)
c_raised, r_raised = find_peak(
    lambda c: master_rate(c, wear=abrasion), 0.01, 10)
assert np.isclose(c_raised, (k_des + abrasion) / k_ads, rtol=1e-4)
assert np.isclose(r_raised, k / (4 * K_raised), rtol=1e-8)
contrast_c = np.array([0.1, 1 / K, 1.0, 3.0])
contrast = np.array([master_rate(c, wear=abrasion) / master_rate(c)
                     for c in contrast_c])
assert np.allclose(contrast, ((1 + K * contrast_c)
                              / (1 + K_raised * contrast_c))**2, rtol=1e-7)
assert np.all(np.diff(contrast) > 0)
contrast_limit = (1 + abrasion / k_des)**2
far_contrast = master_rate(1e3, wear=abrasion) / master_rate(1e3)
assert np.isclose(far_contrast, contrast_limit, rtol=2e-3)

# Diffusion: one peroxide and two glycines are used per copper atom
layer = 20e-6                     # m, chosen
D_peroxide = 1.4e-9               # m2/s, rough
D_glycine = 1.0e-9                # m2/s, rough
glycine = 0.10                    # mol/L, chosen
copper_molar_density = 8960 / 0.06355  # mol/m3
flux_per_rate = copper_molar_density * 1e-9 / 60
flux_peak = r_peak * flux_per_rate
drop_per_rate = flux_per_rate * layer / D_peroxide / 1000


def transport_rate(c_bulk):
    c_surface = brentq(lambda c: c + drop_per_rate * model_rate(c) - c_bulk,
                       0, c_bulk)
    return model_rate(c_surface)


c_transport, r_transport = find_peak(transport_rate, 0.01, 10)
peroxide_drop = flux_peak * layer / D_peroxide / 1000
assert np.isclose(c_transport, 1 / K + peroxide_drop, rtol=1e-4)
assert np.isclose(r_transport, r_peak, rtol=1e-7)
glycine_drop = 2 * flux_peak * layer / D_glycine / 1000

# Undercutting: each dissolved layer carries away its adsorbates (mean field)
layer_spacing = 0.21              # nm, rough
layer_rate = r_peak / 60 / layer_spacing


def undercut_rate(c):
    def balance(theta):
        layers = k * c * (1 - theta)**2 / 60 / layer_spacing
        return k_ads * c * (1 - theta) - (k_des + layers) * theta
    theta = brentq(balance, 0, 1)
    return k * c * (1 - theta)**2


c_undercut, r_undercut = find_peak(undercut_rate, 0.01, 10)
assert c_undercut > c_peak and r_undercut > r_peak

# Neighbour interaction on an infinitely long square-lattice strip
kT = constants.k * temperature / constants.e


def strip_free_pair(activity, interaction, width=6):
    bits = np.array([[(s >> i) & 1 for i in range(width)]
                     for s in range(2**width)])
    count = bits.sum(axis=1)
    bonds = (bits * np.roll(bits, 1, axis=1)).sum(axis=1)
    one_row = 0.5 * (np.log(activity) * count - interaction / kT * bonds)
    transfer = np.exp(one_row[:, None] + one_row[None, :]
                      - interaction / kT * (bits @ bits.T))
    vector = np.linalg.eigh(transfer)[1][:, -1]
    free = (bits[:, 0] == 0) & (bits[:, 1] == 0)
    return np.sum(vector[free]**2)


assert np.isclose(strip_free_pair(0.7, 0.0), 1 / 1.7**2, rtol=1e-8)
lateral = {}
for energy in (-0.010, 0.010):
    lateral[energy] = find_peak(
        lambda c: k * c * strip_free_pair(K * c, energy), 0.03, 4)
    narrow = find_peak(
        lambda c: k * c * strip_free_pair(K * c, energy, 4), 0.03, 4)
    # Remaining difference is the finite strip width
    assert np.allclose(lateral[energy], narrow, rtol=0.01)
assert lateral[-0.010][0] < c_peak < lateral[0.010][0]

# Temperature: chosen exothermic adsorption and activated dissolution
heating = 10.0                    # K
adsorption_enthalpy = -30e3       # J/mol
activation_energy = 40e3          # J/mol
inverse_change = 1 / temperature - 1 / (temperature + heating)
K_hot = K * np.exp(adsorption_enthalpy / constants.R * inverse_change)
k_hot = k * np.exp(activation_energy / constants.R * inverse_change)
c_hot, r_hot = find_peak(lambda c: k_hot * c / (1 + K_hot * c)**2, 0.01, 10)
assert np.isclose(c_hot, 1 / K_hot, rtol=1e-4)

wt_per_molar = 34.01 / 10         # wt% per mol/L at slurry density 1 kg/L
print(f"Langmuir constant K: {K:.2f} L/mol")
print(f"rate constant k: {k:.0f} nm/min per mol/L")
print(f"desorption, abrasion rates: {k_des:.0f}, {abrasion:.0f} 1/s")
print(f"adsorption rate constant: {k_ads:.0f} L/(mol s)")
print("c (mol/L) | coverage | free-pair probability | R (nm/min) | order")
for c in (0.05, 0.10, 1 / K, 1.0, 2.0, 3.0):
    theta = 1 - master_free(c, 1)
    print(f"{c:.4f} | {theta:.4f} | {master_free(c, 2):.4f} | "
          f"{master_rate(c):.1f} | {1 - 2 * theta:+.3f}")
print(f"peak concentration: {c_peak:.4f} mol/L = "
      f"{c_peak * wt_per_molar:.2f} wt% (slurry density 1 kg/L)")
print(f"peak rate: {r_peak:.1f} nm/min")
print(f"half-height concentrations: {c_half_low:.4f}, "
      f"{c_half_high:.4f} mol/L")
print(f"half-height concentration ratio: {c_half_high / c_half_low:.2f}")
print(f"one-site limiting rate: {k / K:.1f} nm/min")
print(f"three-site peak: {c_three:.4f} mol/L, {r_three:.1f} nm/min")
print("dissociative passivant: Kc | R (nm/min)")
for x, value in zip(scaled_c, dissociative):
    print(f"{x:.2f} | {value:.1f}")
print(f"raised-area constant K': {K_raised:.2f} L/mol")
print(f"raised-area peak: {c_raised:.4f} mol/L, {r_raised:.1f} nm/min")
print("c (mol/L) | raised/recessed rate ratio")
for c, ratio in zip(contrast_c, contrast):
    print(f"{c:.4f} | {ratio:.3f}")
print(f"limiting raised/recessed ratio: {contrast_limit:.3f}")
print(f"diffusion layer: {layer * 1e6:.0f} um")
print(f"diffusivities, peroxide and glycine: {D_peroxide:.1e}, "
      f"{D_glycine:.1e} m2/s")
print(f"copper flux at peak: {flux_peak:.3e} mol/(m2 s)")
print(f"peroxide drop at peak: {peroxide_drop:.4f} mol/L")
print(f"bulk peak with diffusion: {c_transport:.4f} mol/L")
print(f"glycine bulk, drop: {glycine:.3f}, {glycine_drop:.4f} mol/L "
      f"({100 * glycine_drop / glycine:.1f} %)")
print(f"copper layer spacing: {layer_spacing:.2f} nm")
print(f"layers dissolved at peak: {layer_rate:.1f} 1/s")
print(f"peak with undercutting: {c_undercut:.4f} mol/L, "
      f"{r_undercut:.1f} nm/min")
print(f"thermal energy at {temperature:.2f} K: {kT * 1000:.2f} meV")
for energy, (c_value, r_value) in lateral.items():
    print(f"peak, neighbour energy {energy * 1000:+.0f} meV: "
          f"{c_value:.4f} mol/L, {r_value:.1f} nm/min")
print(f"adsorption enthalpy, activation energy: "
      f"{adsorption_enthalpy / 1000:.0f}, {activation_energy / 1000:.0f} kJ/mol")
print(f"peak after {heating:.0f} K heating: {c_hot:.4f} mol/L, "
      f"{r_hot:.1f} nm/min")
print("finished without a failed check")
```

Printed output:

```
Langmuir constant K: 3.00 L/mol
rate constant k: 2400 nm/min per mol/L
desorption, abrasion rates: 200, 100 1/s
adsorption rate constant: 600 L/(mol s)
c (mol/L) | coverage | free-pair probability | R (nm/min) | order
0.0500 | 0.1304 | 0.7561 | 90.7 | +0.739
0.1000 | 0.2308 | 0.5917 | 142.0 | +0.538
0.3333 | 0.5000 | 0.2500 | 200.0 | +0.000
1.0000 | 0.7500 | 0.0625 | 150.0 | -0.500
2.0000 | 0.8571 | 0.0204 | 98.0 | -0.714
3.0000 | 0.9000 | 0.0100 | 72.0 | -0.800
peak concentration: 0.3333 mol/L = 1.13 wt% (slurry density 1 kg/L)
peak rate: 200.0 nm/min
half-height concentrations: 0.0572, 1.9428 mol/L
half-height concentration ratio: 33.97
one-site limiting rate: 800.0 nm/min
three-site peak: 0.1667 mol/L, 118.5 nm/min
dissociative passivant: Kc | R (nm/min)
0.25 | 88.9
0.50 | 137.3
1.00 | 200.0
2.00 | 274.5
4.00 | 355.6
raised-area constant K': 2.00 L/mol
raised-area peak: 0.5000 mol/L, 300.0 nm/min
c (mol/L) | raised/recessed rate ratio
0.1000 | 1.174
0.3333 | 1.440
1.0000 | 1.778
3.0000 | 2.041
limiting raised/recessed ratio: 2.250
diffusion layer: 20 um
diffusivities, peroxide and glycine: 1.4e-09, 1.0e-09 m2/s
copper flux at peak: 4.700e-04 mol/(m2 s)
peroxide drop at peak: 0.0067 mol/L
bulk peak with diffusion: 0.3400 mol/L
glycine bulk, drop: 0.100, 0.0188 mol/L (18.8 %)
copper layer spacing: 0.21 nm
layers dissolved at peak: 15.9 1/s
peak with undercutting: 0.3621 mol/L, 217.2 nm/min
thermal energy at 298.15 K: 25.69 meV
peak, neighbour energy -10 meV: 0.1064 mol/L, 108.6 nm/min
peak, neighbour energy +10 meV: 1.5734 mol/L, 429.0 nm/min
adsorption enthalpy, activation energy: -30, 40 kJ/mol
peak after 10 K heating: 0.4937 mol/L, 500.0 nm/min
finished without a failed check
```
